# Crossed-Polariser Reflection of Black Phosphorus and the Armchair–Zigzag Ambiguity: a program that tests the result

```python
"""
Result under test: for normal incidence on black phosphorus over isotropic layers,
    I_cross = |r_a - r_z|^2 sin(2 theta)^2 / 4,
which is the same when armchair and zigzag are exchanged.
theta: angle from the polariser (x) to the armchair axis; analyser along y.
r_a, r_z: complex reflection amplitudes of the stack for armchair and zigzag fields.
A = (r_a + r_z)/2, D = (r_a - r_z)/2, R = |r|^2.
delta: rotation of the analyser from y towards -x.
Convention exp(-i omega t): absorbing media have Im(n) > 0. Lengths are in nm.
The reference calculation solves the coupled Maxwell equations with a rotated
dielectric tensor; the formulas use scalar reflection amplitudes instead.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

wavelength = 633.0
k0 = 2 * np.pi / wavelength
n_arm, n_zig = 3.7 + 0.2j, 3.5 + 0.05j
n_oxide, n_silicon = 1.46, 3.9 + 0.02j
flake, oxide = 20.0, 300.0
identity = np.eye(2)


def tensor(n_first, n_second, angle):
    """In-plane dielectric tensor with its first axis at angle from x."""
    c, s = np.cos(angle), np.sin(angle)
    turn = np.array([[c, -s], [s, c]])
    return turn @ np.diag([n_first**2, n_second**2]) @ turn.T


def maxwell_matrix(layers, n_substrate):
    """Reflection matrix from coupled fields E and (dE/dz)/k0."""
    state = np.vstack([identity, 1j * n_substrate * identity])
    for epsilon, thickness in reversed(layers):
        generator = np.block([[np.zeros((2, 2)), identity],
                              [-epsilon, np.zeros((2, 2))]])
        state = expm(-generator * k0 * thickness) @ state
    field, slope = state[:2], state[2:]
    incident = (field - 1j * slope) / 2
    reflected = (field + 1j * slope) / 2
    return reflected @ np.linalg.inv(incident)


def flake_matrix(angle, first=n_arm, second=n_zig, thickness=flake):
    layers = [(tensor(first, second, angle), thickness),
              (n_oxide**2 * identity, oxide)]
    return maxwell_matrix(layers, n_silicon)


def scalar_reflection(indices, thicknesses, sine=0.0, polarisation="s"):
    """Tangential-field reflection amplitude by interface recursion."""
    n = np.array(indices, dtype=complex)
    cosine = np.sqrt(1 - (sine / n)**2)
    admittance = n * cosine if polarisation == "s" else n / cosine
    interface = ((admittance[:-1] - admittance[1:])
                 / (admittance[:-1] + admittance[1:]))
    r = interface[-1]
    for j in range(len(n) - 2, 0, -1):
        r *= np.exp(2j * k0 * n[j] * cosine[j] * thicknesses[j - 1])
        r = (interface[j - 1] + r) / (1 + interface[j - 1] * r)
    return r


def axis_reflection(n_film, thickness=flake):
    return scalar_reflection([1, n_film, n_oxide, n_silicon],
                             [thickness, oxide])


r_a, r_z = axis_reflection(n_arm), axis_reflection(n_zig)
A, D = (r_a + r_z) / 2, (r_a - r_z) / 2
R_a, R_z = abs(r_a)**2, abs(r_z)**2
peak = abs(D)**2

# Angular laws and harmonics from the coupled solution.
angles = np.arange(16) * 2 * np.pi / 16
matrices = np.array([flake_matrix(t) for t in angles])
cross = abs(matrices[:, 1, 0])**2
parallel = abs(matrices[:, 0, 0])**2
assert np.allclose(cross, peak * np.sin(2 * angles)**2, atol=1e-11)
assert np.allclose(parallel, abs(A + D * np.cos(2 * angles))**2, atol=1e-11)
cross_second = 2 * np.fft.fft(cross)[2].real / len(angles)
parallel_second = 2 * np.fft.fft(parallel)[2].real / len(angles)
assert abs(cross_second) < 1e-11
assert np.isclose(parallel_second, (R_a - R_z) / 2, atol=1e-11)

# Exchange the material axes while keeping the laboratory angle.
test_angle = np.radians(20)
original = flake_matrix(test_angle)
exchanged = flake_matrix(test_angle, n_zig, n_arm)
assert np.isclose(original[1, 0], -exchanged[1, 0], atol=1e-11)
assert np.isclose(abs(original[1, 0])**2, abs(exchanged[1, 0])**2, atol=1e-11)
parallel_change = abs(original[0, 0])**2 - abs(exchanged[0, 0])**2
assert abs(parallel_change) > 1e-4


def analysed_power(matrix, delta):
    analyser = np.array([-np.sin(delta), np.cos(delta)])
    return abs(analyser @ matrix[:, 0])**2


# Deliberately uncross the analyser.
delta = np.radians(5)
lobe_1 = analysed_power(flake_matrix(np.pi / 4 + delta / 2), delta)
lobe_2 = analysed_power(flake_matrix(3 * np.pi / 4 + delta / 2), delta)
assert np.isclose(lobe_1 - lobe_2, -(R_a - R_z) * np.sin(delta), atol=1e-11)

# Small accidental misalignment shifts the two minima differently.
error = np.radians(0.5)
shifts = []
for centre, sign in [(0, 1), (np.pi / 2, -1)]:
    found = minimize_scalar(
        lambda x: analysed_power(flake_matrix(centre + x), error),
        bounds=(-0.3, 0.3), method="bounded", options={"xatol": 1e-10})
    predicted = (error + sign * np.arcsin((A / D).real * np.sin(error))) / 2
    assert found.success
    # Locating a smooth minimum loses about half the floating-point digits.
    assert abs(found.x - predicted) < 2e-6
    shifts.append(found.x)

# A birefringent layer with different axes is a counterexample.
def minimum_to_maximum(second_index):
    amplitudes = []
    for angle in (0, np.pi / 4):
        layers = [(tensor(n_arm, n_zig, angle), flake),
                  (tensor(n_oxide, second_index, angle + np.pi / 6), oxide)]
        amplitudes.append(maxwell_matrix(layers, n_silicon)[1, 0])
    vector = np.array(amplitudes)
    powers = np.linalg.eigvalsh(np.outer(vector, vector.conj()).real)
    return powers[0] / powers[1]


isotropic_floor = minimum_to_maximum(n_oxide)
birefringent_floor = minimum_to_maximum(1.56)
assert abs(isotropic_floor) < 1e-11
assert birefringent_floor > 1e-4

# The brighter axis can change with flake thickness.
def brightness_difference(thickness):
    return (abs(axis_reflection(n_arm, thickness))**2
            - abs(axis_reflection(n_zig, thickness))**2)


scan = np.arange(2.0, 121.0)
differences = np.array([brightness_difference(d) for d in scan])
crossings = [brentq(brightness_difference, scan[j], scan[j + 1])
             for j in range(len(scan) - 1)
             if differences[j] * differences[j + 1] < 0]
assert len(crossings) > 0
arm_bright = scan[np.argmax(differences)]
zig_bright = scan[np.argmin(differences)]
for thickness, sign in [(arm_bright, 1), (zig_bright, -1)]:
    matrix = flake_matrix(0, thickness=thickness)
    assert sign * (abs(matrix[0, 0])**2 - abs(matrix[1, 1])**2) > 1e-4

# Finite aperture: isotropic average film, uniformly filled pupil.
brewster_sine = np.sin(np.arctan(n_oxide))
assert abs(scalar_reflection([1, n_oxide], [], brewster_sine, "p")) < 1e-12
n_mean = np.sqrt((n_arm**2 + n_zig**2) / 2)


def aperture_background(numerical_aperture):
    def integrand(u):
        arguments = ([1, n_mean, n_oxide, n_silicon], [flake, oxide],
                     numerical_aperture * u)
        r_s = scalar_reflection(*arguments, "s")
        r_p = scalar_reflection(*arguments, "p")
        return 2 * u * abs(r_p - r_s)**2 / 8
    return quad(integrand, 0, 1)[0]


# A thin isotropic surface oxide changes the size, not the angular law.
cap_index, cap_thickness = 1.5, 3.0
capped = [scalar_reflection([1, cap_index, n, n_oxide, n_silicon],
                           [cap_thickness, flake, oxide])
          for n in (n_arm, n_zig)]
capped_peak = abs(capped[0] - capped[1])**2 / 4
for angle in np.radians([17, 45]):
    layers = [(cap_index**2 * identity, cap_thickness),
              (tensor(n_arm, n_zig, angle), flake),
              (n_oxide**2 * identity, oxide)]
    value = abs(maxwell_matrix(layers, n_silicon)[1, 0])**2
    assert np.isclose(value, capped_peak * np.sin(2 * angle)**2, atol=1e-11)

extinction = 1e-4
leakage = extinction * (R_a + R_z) / 2
index_error = 0.1
altered_difference = abs(axis_reflection(n_arm - index_error))**2 - R_z
energy = constants.h * constants.c / (wavelength * 1e-9 * constants.e)

print(f"Wavelength: {wavelength:.0f} nm; photon energy: {energy:.3f} eV")
print(f"Flake thickness: {flake:.0f} nm; silica thickness: {oxide:.0f} nm")
print(f"Rough armchair index: {n_arm:.2f} (dimensionless)")
print(f"Rough zigzag index: {n_zig:.2f} (dimensionless)")
print(f"Silica index: {n_oxide:.2f}; silicon index: {n_silicon:.2f}")
print(f"r_a: {r_a:.5f} (dimensionless)")
print(f"r_z: {r_z:.5f} (dimensionless)")
print(f"A: {A:.5f}; D: {D:.5f} (dimensionless)")
print(f"R_a: {100*R_a:.3f} %; R_z: {100*R_z:.3f} %")
print(f"R_a - R_z: {100*(R_a-R_z):.3f} % of incident power")
print(f"Peak crossed signal: {100*peak:.4f} % of incident power")
for degrees in (0, 20, 45, 90, 110, 135):
    matrix = flake_matrix(np.radians(degrees))
    print(f"Angle {degrees} deg: crossed {100*abs(matrix[1,0])**2:.4f} %, "
          f"parallel {100*abs(matrix[0,0])**2:.3f} %")
print(f"At 20 deg, exchanged axes: crossed {100*abs(exchanged[1,0])**2:.4f} %, "
      f"parallel {100*abs(exchanged[0,0])**2:.3f} %")
print(f"Parallel cos(2 theta) coefficient: {100*parallel_second:.3f} %")
print(f"Analyser uncrossed by: {np.degrees(delta):.1f} deg")
print(f"Lobe near 45 deg: {100*lobe_1:.4f} %; near 135 deg: {100*lobe_2:.4f} %")
print(f"Lobe difference: {100*(lobe_1-lobe_2):.4f} % of incident power")
print("Equal-brightness flake thicknesses, scan 2 to 120 nm: "
      + ", ".join(f"{d:.2f}" for d in crossings) + " nm")
for name, thickness in [("armchair", arm_bright), ("zigzag", zig_bright)]:
    print(f"Largest {name} brightness lead: at {thickness:.0f} nm, "
          f"R_a - R_z = {100*brightness_difference(thickness):.3f} %")
print(f"Accidental analyser error: {np.degrees(error):.2f} deg")
print(f"Shift of minimum near 0 deg: {np.degrees(shifts[0]):.3f} deg")
print(f"Shift of minimum near 90 deg: {np.degrees(shifts[1]):.3f} deg")
print(f"Polariser extinction ratio: {extinction:.1e} (dimensionless)")
print(f"Leakage / crossed peak: {100*leakage/peak:.3f} %")
for aperture in (0.3, 0.8):
    ratio = aperture_background(aperture) / peak
    print(f"Numerical aperture {aperture:.1f}: estimated background / "
          f"crossed peak {100*ratio:.3f} %")
print(f"Surface oxide: {cap_thickness:.1f} nm, index {cap_index:.2f}")
print(f"Crossed peak change from surface oxide: {100*(capped_peak/peak-1):.2f} %")
print(f"Armchair index lowered by {index_error:.2f}: "
      f"R_a - R_z = {100*altered_difference:.3f} %")
print(f"Misaligned birefringent layer indices: {n_oxide:.2f}, {1.56:.2f}; "
      f"axis offset {np.degrees(np.pi/6):.0f} deg")
print(f"Its crossed minimum / maximum: {100*birefringent_floor:.3f} %")
print("checks complete")
```

Running it gives:

```
Wavelength: 633 nm; photon energy: 1.959 eV
Flake thickness: 20 nm; silica thickness: 300 nm
Rough armchair index: 3.70+0.20j (dimensionless)
Rough zigzag index: 3.50+0.05j (dimensionless)
Silica index: 1.46; silicon index: 3.90+0.02j
r_a: -0.58144+0.44178j (dimensionless)
r_z: -0.52165+0.52069j (dimensionless)
A: -0.55154+0.48124j; D: -0.02989-0.03946j (dimensionless)
R_a: 53.324 %; R_z: 54.324 %
R_a - R_z: -1.000 % of incident power
Peak crossed signal: 0.2451 % of incident power
Angle 0 deg: crossed 0.0000 %, parallel 53.324 %
Angle 20 deg: crossed 0.1012 %, parallel 53.339 %
Angle 45 deg: crossed 0.2451 %, parallel 53.579 %
Angle 90 deg: crossed 0.0000 %, parallel 54.324 %
Angle 110 deg: crossed 0.1012 %, parallel 54.106 %
Angle 135 deg: crossed 0.2451 %, parallel 53.579 %
At 20 deg, exchanged axes: crossed 0.1012 %, parallel 54.106 %
Parallel cos(2 theta) coefficient: -0.500 %
Analyser uncrossed by: 5.0 deg
Lobe near 45 deg: 0.6956 %; near 135 deg: 0.6084 %
Lobe difference: 0.0872 % of incident power
Equal-brightness flake thicknesses, scan 2 to 120 nm: 7.89, 15.83, 92.20, 111.08 nm
Largest armchair brightness lead: at 99 nm, R_a - R_z = 11.960 %
Largest zigzag brightness lead: at 82 nm, R_a - R_z = -24.823 %
Accidental analyser error: 0.50 deg
Shift of minimum near 0 deg: -0.005 deg
Shift of minimum near 90 deg: 0.505 deg
Polariser extinction ratio: 1.0e-04 (dimensionless)
Leakage / crossed peak: 2.196 %
Numerical aperture 0.3: estimated background / crossed peak 4.260 %
Numerical aperture 0.8: estimated background / crossed peak 289.413 %
Surface oxide: 3.0 nm, index 1.50
Crossed peak change from surface oxide: -3.40 %
Armchair index lowered by 0.10: R_a - R_z = -4.101 %
Misaligned birefringent layer indices: 1.46, 1.56; axis offset 30 deg
Its crossed minimum / maximum: 18.866 %
checks complete
```
